\section*{Sublimation Pressure of a Rigid Nonlinear Molecule from a Classical Harmonic Crystal}

\section*{Setting}

A solid precursor sublimes in a closed vessel until its vapour pressure is $p$. Each molecule is rigid and nonlinear, with mass $m$, principal moments of inertia $I_a,I_b,I_c$ and rotational symmetry number $\sigma$, the number of proper rotations that only exchange identical atoms. The vapour is ideal. The crystal is perfect and harmonic, with frequencies independent of temperature, and its molecules are ordered: each site admits one orientation, apart from the $\sigma$ indistinguishable ones.

Energies are measured from separated molecules at rest. The static crystal, with every molecule at its potential minimum, has energy $-E$ per molecule, with $E>0$. Zero-point energy is not included in $E$. Internal vibrations are absent, or are the same in both phases and cancel. Classical statistics is used for the vapour and, until part (f), for the lattice. The task is to find $p(T)$ and to see what it implies for a heated precursor source.

\section*{(a) The vapour}

\textbf{Find the chemical potential of the vapour, including rotation.}

\textit{Solution.} The translational phase-space integral is
\begin{equation}
\frac{q_{\rm tr}}{V}=\frac1{h^3}\int d^3P\,e^{-P^2/2mkT}
=\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\end{equation}

For rotation take Euler angles $(\alpha,\beta,\gamma)$. The angular velocity along the body axes is
\begin{align}
\Omega_a&=-\dot\alpha\sin\beta\cos\gamma+\dot\beta\sin\gamma,\\
\Omega_b&=\dot\alpha\sin\beta\sin\gamma+\dot\beta\cos\gamma,\\
\Omega_c&=\dot\alpha\cos\beta+\dot\gamma .
\end{align}
Write this as $\Omega=A\dot\varphi$ with $\varphi=(\alpha,\beta,\gamma)$. Then
\begin{equation}
\det A=-\sin\beta\cos^2\gamma-\sin\beta\sin^2\gamma=-\sin\beta .
\end{equation}
The kinetic energy is $\tfrac12\sum_i I_i\Omega_i^2$, so the momenta conjugate to the angles are $p_\varphi=A^{T}L$, with $L_i=I_i\Omega_i$. Hence $d^3p_\varphi=\sin\beta\,d^3L$, and
\begin{align}
q_{\rm rot}&=\frac1{\sigma h^3}
\int_0^{2\pi}\!d\alpha\int_0^{\pi}\!\sin\beta\,d\beta\int_0^{2\pi}\!d\gamma
\int d^3L\;e^{-\sum_iL_i^2/2I_ikT}\nonumber\\
&=\frac{8\pi^2}{\sigma h^3}(2\pi kT)^{3/2}(I_aI_bI_c)^{1/2}.
\end{align}
The division by $\sigma$ is needed because the angular integral visits each distinct arrangement of identical atoms $\sigma$ times.

For $N$ independent molecules $Z=(q_{\rm tr}q_{\rm rot})^N/N!$. Stirling's formula gives $\mu_g=-kT\ln(q_{\rm tr}q_{\rm rot}/N)$, and $V/N=kT/p$ turns this into
\begin{equation}
\mu_g=-kT\ln\left[\frac{kT}{p}\,\frac{q_{\rm tr}}{V}\,q_{\rm rot}\right].
\end{equation}

The factor $1/\sigma$ can be tested quantum mechanically. For an octahedral molecule whose exchanged nuclei have spin zero, only rotational states unchanged by all 24 symmetry rotations are allowed. With the moment of inertia used in part (g), the sum over these levels at 340~K is $9.8322\times10^4$. The classical expression with $\sigma=24$ gives $9.8320\times10^4$.

\section*{(b) The crystal}

\textbf{What becomes of translation and rotation in the crystal, and what is its chemical potential?}

\textit{Solution.} Each molecule now has three small displacements $u$ and three small rotation angles $\theta$ about its principal axes. All $6N$ coordinates are coupled. Forces and torques vanish at the minimum, so to second order
\begin{equation}
H=-NE+\sum_{n=1}^{N}\left(\frac{m\dot u_n^2}{2}
+\sum_i\frac{I_i\dot\theta_{ni}^2}{2}\right)+\frac12x^{T}Kx ,
\end{equation}
where $x$ collects all displacements and angles and $K$ is the force-constant matrix. Diagonalization gives independent oscillators, each with the partition function
\begin{equation}
z_j=\frac1h\int dP\,dQ\,e^{-(P^2+4\pi^2\nu_j^2Q^2)/2kT}
=\frac1h\sqrt{2\pi kT}\,\sqrt{\frac{2\pi kT}{4\pi^2\nu_j^2}}
=\frac{kT}{h\nu_j}.
\end{equation}

In a stable crystal with periodic boundaries the three uniform translations cost no energy; a free crystal has three more such modes, the rotations of the crystal as a whole. Rotating every molecule in place does cost energy, because neighbours then face each other differently. Three or six modes out of $6N$ do not affect the free energy per molecule for large $N$. There are thus six lattice modes per molecule, in general mixtures of displacement and libration.

The $N!$ ways of assigning molecules to sites cancel the $1/N!$ for identical molecules. In the same way, the $\sigma$ equivalent orientations at a site cancel the division by $\sigma$, so one orientation is counted once. With the geometric mean frequency $\nu_g$, defined by $\ln\nu_g=(6N)^{-1}\sum_j\ln\nu_j$, the free energy per molecule is
\begin{equation}
\mu_s=-E+6kT\ln\frac{h\nu_g}{kT}.
\end{equation}
The term $pv$, with $v$ the crystal volume per molecule, has been dropped. Part (h) estimates the larger term $Pv$ due to the total gas pressure $P$.

\section*{(c) The sublimation pressure}

\textbf{Equate the chemical potentials and find the temperature dependence of the prefactor.}

\textit{Solution.} Setting $\mu_g=\mu_s$, dividing by $-kT$ and exponentiating gives
\begin{equation}
\frac{kT}{p}\frac{q_{\rm tr}}{V}q_{\rm rot}
=e^{E/kT}\left(\frac{kT}{h\nu_g}\right)^6 .
\end{equation}
Solve for $p$ and insert part (a):
\begin{align}
p&=kT\,\frac{(2\pi mkT)^{3/2}}{h^3}\,
\frac{8\pi^2(2\pi kT)^{3/2}(I_aI_bI_c)^{1/2}}{\sigma h^3}\,
\frac{h^6\nu_g^6}{(kT)^6}\,e^{-E/kT}\nonumber\\
&=\frac{64\pi^5m^{3/2}(I_aI_bI_c)^{1/2}\nu_g^6}{\sigma(kT)^2}\,e^{-E/kT}.
\end{align}
The number is $8\pi^2(2\pi)^3=64\pi^5$. The powers of $kT$ are $1+\tfrac32+\tfrac32-6=-2$, and the powers of $h$ are $-3-3+6=0$, as a classical result requires. With $\omega_g=2\pi\nu_g$, so that $\nu_g^6=\omega_g^6/64\pi^6$,
\begin{equation}
\boxed{\,p=\frac{m^{3/2}(I_aI_bI_c)^{1/2}\omega_g^6}{\pi\sigma(kT)^2}\,e^{-E/kT}\,}
\label{main}
\end{equation}

The proportionality to $T^{-2}e^{-E/kT}$ is derived here for constant $E$ and $\omega_g$. If a molecule could instead occupy $g$ distinguishable orientations of equal energy and equal frequencies, independently of its neighbours, the crystal partition function per molecule would be $g$ times larger and $p$ would be divided by $g$.

\section*{(d) Why the exponent is $-2$}

\textbf{Show that the masses and moments of inertia cancel, and explain the exponent without them.}

\textit{Solution.} The product of all $\omega_j^2$ is the determinant of $K$ divided by that of the mass matrix, which is $(m^3I_aI_bI_c)^N$. Let $D=(\det K)^{1/N}$ in the limit of large $N$, with the three zero modes left out. Then
\begin{equation}
\omega_g^{12}=\frac{D}{m^3I_aI_bI_c},\qquad
p=\frac{\sqrt D}{\pi\sigma(kT)^2}\,e^{-E/kT}.
\end{equation}
Changing the atomic masses at fixed forces may also move the centre of mass by $c$ and turn the principal axes. The new coordinates follow from the old by $u'=u+\theta\times c$ and a rotation. Both transformations have unit determinant, so $D$ is unchanged. A substitution that makes identical atoms different also lowers $\sigma$. The orientations that were equivalent then become distinguishable with equal energy, and the factor $g$ of part (c) compensates, so that $\sigma g$ and $p$ stay the same.

The cancellation was tested on a cubic model crystal of rigid bent triatomic molecules joined by springs. The two bonds have unequal lengths, so $\sigma=1$ for any masses. It has three zero modes at zero wavevector. Changing the atomic masses from $(16,1,1)$ to $(16,2,3)$ multiplies the mean frequency by 0.782, while the pressure ratio is 1.00000000.

The exponent follows from configurations alone. Kinetic factors are the same in both phases. For the crystal, let $z^N$ be the integral of the Boltzmann factor over the positions and orientations of all $N$ molecules, each assigned to its own site, with energy measured from the static minimum. All molecules move together in this integral, so $z$ includes the coupling between neighbours. The vapour has configuration volume $(kT/p)\,8\pi^2$ per molecule, so equilibrium requires
\begin{equation}
p=\frac{8\pi^2kT}{z}\,e^{-E/kT},\qquad
z=\sigma\frac{(2\pi kT)^3}{\sqrt D}.
\end{equation}
Six harmonic coordinates each have a thermal width proportional to $T^{1/2}$, so $z\propto T^3$. One factor $T$ comes from the ideal-gas law, and $1-3=-2$. For an atomic crystal, with three coordinates, the same count gives $1-\tfrac32=-\tfrac12$.

\section*{(e) The heat of sublimation}

\textbf{Find the heat that the slope of $\ln p$ yields.}

\textit{Solution.} Differentiating $\ln p=\text{const}-2\ln T-E/kT$ gives
\begin{equation}
\Delta h=kT^2\frac{d\ln p}{dT}=kT^2\left(-\frac2T+\frac{E}{kT^2}\right)=E-2kT .
\end{equation}
Energy counting agrees. A vapour molecule has $\tfrac32kT$ of translational and $\tfrac32kT$ of rotational energy, and $pV/N=kT$ makes its enthalpy $4kT$. In the crystal, six oscillators give $-E+6kT$. The difference is $E-2kT$. The prefactor falls on heating, but the pressure rises as long as $E>2kT$.

\section*{(f) Quantum lattice motion}

\textbf{Find the first quantum correction and the opposite, cold limit.}

\textit{Solution.} A quantum oscillator, with energies measured from its potential minimum, has $z_j=1/[2\sinh(x_j/2)]$, where $x_j=h\nu_j/kT$. The pressure therefore contains $2\sinh(x_j/2)$ in place of $x_j$. For small $x$,
\begin{equation}
2\sinh\frac x2=x\left(1+\frac{x^2}{24}+\dots\right),\qquad
p\simeq p_{\rm cl}\exp\left(\sum_{j=1}^{6}\frac{x_j^2}{24}\right),
\end{equation}
where the sum stands for the lattice average over six modes per molecule. The correction is of second order because $E$ is the static energy. If $E$ in Eq.~\eqref{main} is replaced by the zero-point-corrected energy $E_0=E-\sum_jh\nu_j/2$, the pressure is too large by the first-order factor $\exp(\sum_jx_j/2)$.

In the cold limit, write $\ln[2\sinh(x/2)]=x/2+\ln(1-e^{-x})$. The lattice average of the last term tends to zero as $T\to0$. If the vapour still rotates classically,
\begin{equation}
p\to kT\,\frac{q_{\rm tr}}{V}\,q_{\rm rot}\,e^{-E_0/kT}\propto T^4e^{-E_0/kT}.
\end{equation}
The exponent $-2$ thus belongs to temperatures at which the lattice modes are classical.

\section*{(g) Tungsten hexacarbonyl at 340 K}

\textbf{Estimate the pressure and the delivery rate of W(CO)$_6$, a solid source for tungsten films.} Take $E=0.80$~eV and six representative modes at 30, 35, 40, 40, 45 and 50~cm$^{-1}$, the first three translational and the last three librational. These are rough typical values. The rough bond lengths are 0.206~nm for W--C and 0.115~nm for C--O.

\textit{Solution.} The molecule is octahedral, so $\sigma=24$ and the three moments are equal. Four of the six ligands lie off any chosen fourfold axis:
\begin{equation}
I=4\left[m_{\rm C}(0.206~{\rm nm})^2+m_{\rm O}(0.321~{\rm nm})^2\right]
=1.434\times10^{-44}~{\rm kg\,m^2}.
\end{equation}
The mass is $m=5.843\times10^{-25}$~kg. The mean wavenumber of 39.5~cm$^{-1}$ gives $\omega_g=7.434\times10^{12}$~s$^{-1}$. At 340~K, $kT=0.0293$~eV, and
\begin{align}
\frac{m^{3/2}I^{3/2}\omega_g^6}{24\pi(kT)^2}&=5.84\times10^{11}~{\rm Torr},\\
e^{-0.80/0.0293}&=1.39\times10^{-12},\\
p&=0.81~{\rm Torr}=108~{\rm Pa}.
\end{align}

At 300, 320 and 360~K the model gives 0.027, 0.17 and 3.3~Torr. From 300 to 360~K the prefactor falls to 0.694 of its value, while the pressure rises about 120-fold. At 340~K the heat is $\Delta h=0.80-2(0.0293)=0.741$~eV, or 71.5~kJ/mol, and the sensitivity is
\begin{equation}
\frac{d\ln p}{dT}=\frac{0.741}{0.0293\times340}=0.074~{\rm K^{-1}},
\end{equation}
or 7.4\% per kelvin.

Let 100~sccm of carrier gas (measured at 273.15~K and 1~atm) leave the vessel saturated, at a total pressure $P=50$~Torr. In an ideal mixture the molar ratio of precursor to carrier is $p/(P-p)$, so the precursor flow is
\begin{equation}
100\times\frac{0.81}{50-0.81}=1.6~{\rm sccm},
\end{equation}
which is 26~mg/min. Incomplete saturation would lower it.

Quantum level sums with the same six modes test the two temperature laws. The heat at 340~K is 0.7410~eV, against 0.7414~eV from $E-2kT$. The difference is the correction $-2kT\sum x_j^2/24$ that follows from part (f). The prefactor exponent between 1000 and 2000~K is $-2.0009$. These are formal temperatures, chosen to make the modes nearly classical, not conditions for the real solid.

\section*{(h) How far can the number be trusted?}

\textbf{Estimate what the model leaves out at 340 K, and compare it with the real source.}

\textit{Solution.} \textit{Quantum motion.} The largest $h\nu/kT$ is 0.21, and $p$ rises by 0.7\%. The zero-point energy is 0.0149~eV. Using $E_0$ instead of $E$ in the classical formula would multiply its result by 1.66.

\textit{Thermal expansion.} Let $\epsilon$ be the volume strain from the static minimum, $B$ the bulk modulus, and let all frequencies vary as $(1+\epsilon)^{-\Gamma}$. The strain-dependent free energy per molecule and its leading minimum are
\begin{equation}
f=\frac{Bv\epsilon^2}{2}-6\Gamma kT\ln(1+\epsilon),\quad
\epsilon\simeq\frac{6\Gamma kT}{Bv},\quad
f_{\min}\simeq-\frac{(6\Gamma kT)^2}{2Bv}.
\end{equation}
The rough values $\Gamma=2.5$, $B=10$~GPa and $v=0.22$~nm$^3$ give, by numerical minimization, a strain of 3.1\% and a factor $e^{f_{\min}/kT}=0.79$ on $p$, if the listed frequencies belong to the static crystal. If they already belong to the expanded crystal at 340~K, only the elastic energy remains to be added, and the factor is $e^{Bv\epsilon^2/2kT}=1.25$. Because $f_{\min}/kT$ depends on $T$, expansion also disturbs the pure $T^{-2}$ law.

\textit{Anharmonic libration.} The rms angle per axis is $\sqrt{kT/I\omega_{\rm lib}^2}=3.9^\circ$, with $\omega_{\rm lib}$ the geometric mean of the librational frequencies. As a model site, take the orientation energy $w(3-\sum_{ij}R_{ij}^4)$, where $R$ is the rotation matrix and $w=I\omega_{\rm lib}^2/8$. It has 24 equal wells. Integration over all orientations multiplies $p$ by 0.966 at 340~K. Combining this with the value at 170~K to remove the correction linear in $T$ gives 1.0005, which supports the harmonic limit and the count of $\sigma$ wells.

\textit{Gas pressure.} With second virial coefficient $B_2$, the fugacity is $p\,e^{B_2p/kT}$ to leading order, so $\ln p$ shifts by $-B_2p/kT$. A 12--6 pair potential of depth $E/6$ at the close-packed neighbour distance $(\sqrt2v)^{1/3}$ gives $B_2=-35$~nm$^3$ and a shift of $8\times10^{-4}$. The depth $E/6$ counts nearest neighbours only; the full fcc lattice sum gives a depth $E/8.61$, $B_2\approx-12$~nm$^3$ and a shift of $3\times10^{-4}$. Either shift is negligible. The total gas pressure on the solid adds $Pv/kT=3\times10^{-4}$. Interactions between carrier and vapour are not included.

\textit{Internal bends.} The WC$_6$ skeleton has $3\times7-6=15$ vibrations: six stretches and nine C--W--C bends. A bend that changes from $\nu$ to $\nu'$ on entering the crystal multiplies $p$ by $\sinh(h\nu'/2kT)/\sinh(h\nu/2kT)$. If all nine lie near 80~cm$^{-1}$ and stiffen by 2\%, $p$ rises by a factor 1.20. Softening would lower it.

\textit{Input errors.} Raising every lattice frequency by 10\% multiplies $p$ by $1.1^6=1.77$. Lowering $E$ by 0.02~eV multiplies it by 1.98.

\textit{The real source.} W(CO)$_6$ is volatile enough to be delivered from a moderately heated vessel. Reported pressures near room temperature run roughly from hundredths to a tenth of a Torr, so the model's 0.027~Torr at 300~K is of a reasonable size. Given the input errors, this agreement does not confirm the individual parameters. Rigidity is the assumption the real molecule plainly breaks, since its softest bends lie close to the lattice modes. With the assumed 2\% shift this moves the pressure by about 20\%, but the true shift is not computed here. With these rough inputs, 0.81~Torr is an order-of-magnitude estimate, and a delivery system should be calibrated by measurement.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough values for W(CO)6)
atomic masses W, C, O = 183.84, 12.011, 15.999 u
bonds W-C, C-O = 0.206, 0.115 nm
static sublimation energy E = 0.80 eV
translational modes = [30. 35. 40.] cm^-1
librational modes = [40. 45. 50.] cm^-1
MOLECULE AND VAPOUR
molecular mass = 351.90 u = 5.8434e-25 kg
moment of inertia = 1.4335e-44 kg m^2
symmetry number = 24
source temperature = 340 K, kT = 0.02930 eV
q_tr/V at source = 7.7776e+33 m^-3
q_rot classical = 9.83196e+04, level sum = 9.83217e+04
PRESSURE
geometric mean mode = 39.47 cm^-1
mean angular frequency = 7.4345e+12 s^-1
prefactor at source = 5.8442e+11 Torr
exp(-E/kT) at source = 1.3858e-12
p(300 K) = 0.0273 Torr
p(320 K) = 0.1659 Torr
p(340 K) = 0.8099 Torr
p(360 K) = 3.2928 Torr
p at source = 107.98 Pa
prefactor ratio 360 K / 300 K = 0.694
heat E-2kT = 0.7414 eV = 71.53 kJ/mol
heat from quantum sums = 0.7410 eV
d ln p/dT = 7.44 % per K
TESTS
prefactor exponent, quantum sums = -2.0009
asymmetric rotor sum/classical = 1.0054
twofold axis, allowed fraction = 0.50000
coupled crystal: zero modes at q=0 = 3
new masses: frequency ratio = 0.7817
new masses: pressure ratio = 1.00000000
orientation integral, low-T limit = 1.0005
NEGLECTED EFFECTS AT SOURCE (factor on p)
largest h nu/kT = 0.212
quantum lattice motion = 1.00737
series exp(sum x^2/24) = 1.00738
zero-point energy = 0.01488 eV
error if E is zero-point corrected = 1.662
rms libration per axis = 3.88 degrees
anharmonic libration = 0.9664
Gruneisen = 2.5, bulk modulus = 10 GPa
volume per molecule = 0.22 nm^3
thermal volume strain = 3.10 %
thermal expansion = 0.792
second virial coefficient = -35.0 nm^3
vapour imperfection, shift of ln p = 8.1e-04
carrier pressure on solid, ln p shift = 3.1e-04
nine 80 cm^-1 bends, 2 % stiffer = 1.197
all lattice modes 10 % higher = 1.772
E lower by 0.02 eV = 1.979
DELIVERY
carrier = 100 sccm, total = 50 Torr
precursor = 1.646 sccm = 25.85 mg/min
\end{verbatim}
